# Directional limits of an insulator's dielectric matrix at long wavelength, part 2

An insulator's dielectric matrix has a finite limit along every ray into $\mathbf q=0$, but no value at that point. Algebra is in atomic units. Independent, spin-unpolarized electrons move in a real, local, periodic potential $V$, with cell volume $\Omega$, reciprocal lattice vectors $\mathbf G$ and $N$ mesh points $\mathbf k$. The periodic Bloch factors $u_{n\mathbf k}$, with energies $\epsilon_{n\mathbf k}$ and occupations $f_{n\mathbf k}$, are eigenstates of $H(\mathbf k)=\tfrac12(\mathbf k-i\nabla)^2+V$ in a fixed plane-wave set.

Let $\mathbf k_\pm=\mathbf k\pm\mathbf q/2$, $\Delta_{nm}=\epsilon_{m\mathbf k_+}-\epsilon_{n\mathbf k_-}$ and $\rho_{nm\mathbf k}(\mathbf G)=\langle u_{n\mathbf k_-}|e^{-i\mathbf G\cdot\mathbf r}|u_{m\mathbf k_+}\rangle$. The density response at imaginary frequency $i\omega$ is, by Lemma 1,
$$\chi_{\mathbf G\mathbf G'}=\frac{2}{\Omega N}\sum_{\mathbf k nm}\frac{f_{n\mathbf k_-}-f_{m\mathbf k_+}}{i\omega+\epsilon_{n\mathbf k_-}-\epsilon_{m\mathbf k_+}}\,\rho_{nm\mathbf k}(\mathbf G)\rho^*_{nm\mathbf k}(\mathbf G'),$$
and, by the first formula of Lemma 2,
$$\chi_{\mathbf G\mathbf G'}=-\frac{2}{\Omega N}\sum_{\mathbf k nm}(f_{n\mathbf k_-}-f_{m\mathbf k_+})\frac{\Delta_{nm}}{\Delta_{nm}^2+\omega^2}\,\rho_{nm\mathbf k}(\mathbf G)\rho^*_{nm\mathbf k}(\mathbf G').$$

With $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$, the symmetrized matrix is $\varepsilon=1-v^{1/2}\chi v^{1/2}$: head $\varepsilon_{00}$, wings $\varepsilon_{0\mathbf G},\varepsilon_{\mathbf G0}$ ($\mathbf G\ne0$), and body. The random-phase correlation energy per cell is
$$E_c=\frac1{N_q}\sum_{\mathbf q}\int_0^\infty\frac{d\omega}{2\pi}F(\mathbf q,\omega),\qquad F=\ln\det\varepsilon+\mathrm{Tr}(1-\varepsilon).$$

For full bands $v$ and empty bands $c$ separated by a gap, take at $\mathbf q=0$ $\Delta=\epsilon_{c\mathbf k}-\epsilon_{v\mathbf k}>0$ and $\mathbf p_{vc}=\langle u_{v\mathbf k}|\mathbf k-i\nabla|u_{c\mathbf k}\rangle$. With $C=16\pi/(\Omega N)$, $\sum$ over $\mathbf k,v,c$, and $\mathbf G,\mathbf G'\neq0$,
$$A_{ab}=\delta_{ab}+C\sum\frac{\mathrm{Re}\,(p^a_{vc}p^{b*}_{vc})}{\Delta(\Delta^2+\omega^2)},\qquad \mathbf w_{\mathbf G}=\frac{C}{|\mathbf G|}\sum\frac{\mathbf p_{vc}\,\rho^*_{vc}(\mathbf G)}{\Delta^2+\omega^2},$$
$$B_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}+\frac{C}{|\mathbf G||\mathbf G'|}\sum\frac{\Delta\,\rho_{vc}(\mathbf G)\rho^*_{vc}(\mathbf G')}{\Delta^2+\omega^2},\qquad M_{ab}=A_{ab}-\sum_{\mathbf G\mathbf G'}w^a_{\mathbf G}(B^{-1})_{\mathbf G\mathbf G'}w^{b*}_{\mathbf G'} .$$

**Theorem.** For $\mathbf q=q\hat{\mathbf q}$, $q\to0^+$, and every $\omega\ge0$:

(i) $\varepsilon_{00}=\hat{\mathbf q}\cdot A\hat{\mathbf q}+O(q^2)$;

(ii) $\varepsilon_{0\mathbf G}=\varepsilon_{\mathbf G0}^*=\hat{\mathbf q}\cdot\mathbf w_{\mathbf G}+O(q)$, with $\mathbf w_{-\mathbf G}=-\mathbf w_{\mathbf G}^*$, and the body is $B+O(q)$;

(iii) $1/[\varepsilon^{-1}]_{00}=\hat{\mathbf q}\cdot M\hat{\mathbf q}+O(q^2)$, where $M$ is real and symmetric and $1\le M\le A$;

(iv) $F=\ln\det B+\mathrm{Tr}(1-B)+\ln(\hat{\mathbf q}\cdot M\hat{\mathbf q})+1-\hat{\mathbf q}\cdot A\hat{\mathbf q}+O(q^2)$.

Lemma 4 supplies the analyticity in $\mathbf q$ near $0$ of the underlying $vc$ sums, using resolvents of $H(\mathbf k_\pm)$ on fixed contours separated by the gap.

The example is an orthorhombic cell of $3.0\times3.5\times4.0$ Å with two electrons, probed along $(1,2,2)/3$. There the static $\varepsilon_{00}$ is $1.8948$ at both $q=0.004$ and $0.002$ Å$^{-1}$; at $q=0.002$ Å$^{-1}$ it is $1.6304$ along $x$, $1.7598$ along $y$ and $2.1595$ along $z$.

## Remarks

**Local fields.** An external potential with only a $\mathbf G=0$ component produces a total potential whose $\mathbf G=0$ component is $[\varepsilon^{-1}]_{00}$ times as large, so $M$ is the macroscopic dielectric tensor of the random-phase approximation. The wing converts the long wave into short-wave charge, $B^{-1}$ screens that charge, and the other wing returns its effect. Without wings one would obtain $A$, and the theorem shows that on the imaginary axis this can only overestimate the screening.

**The unsymmetrized matrix.** The matrix $1-v\chi=v^{1/2}\varepsilon v^{-1/2}$ has the same head, determinant, trace and inverse head as $\varepsilon$, but its wings are $(|\mathbf q+\mathbf G|/q)\,\varepsilon_{0\mathbf G}$ and $(q/|\mathbf q+\mathbf G|)\,\varepsilon_{\mathbf G0}$. Where $\hat{\mathbf q}\cdot\mathbf w_{\mathbf G}\neq0$, the first diverges as $1/q$ and the second vanishes as $q$. The symmetrized form, by contrast, stays finite element by element along every direction.

**Crystal symmetry.** A point operation $R$ of the crystal maps states at $\mathbf k$ to states at $R\mathbf k$, so $\varepsilon_{R\mathbf G,R\mathbf G'}(R\mathbf q)=\varepsilon_{\mathbf G\mathbf G'}(\mathbf q)$ for a mesh and basis invariant under $R$, up to phases $e^{i\mathbf G\cdot\mathbf t}$ when $R$ comes with a fractional translation $\mathbf t$; these phases are 1 for $\mathbf G=0$ and form a unitary diagonal matrix. Therefore $R^TAR=A$ and $R^TMR=M$. Every cubic group contains twofold rotations about the cube axes, which reverse the sign of the off-diagonal elements and so force them to zero, and a threefold rotation about the body diagonal, which permutes the diagonal elements and so makes them equal. In a cubic crystal (i), (iii) and (iv) are independent of direction. The wings remain proportional to $\hat{\mathbf q}\cdot\mathbf w_{\mathbf G}$ and change sign with $\hat{\mathbf q}$.

**Averaging over directions.** $F$ is bounded near $\mathbf q=0$, so the cell around the origin contributes to $E_c$ at order $1/N_q$. If $F$ is replaced by its limit inside a cell whose boundary lies at distance $R(\hat{\mathbf q})$, then $\int d^3q\,F=\int d\Omega_{\hat q}\,\tfrac13R^3F(\hat{\mathbf q})$, so directions are weighted by $R^3$, and uniformly only for a sphere. For the sphere $\langle\hat q_a\hat q_b\rangle=\delta_{ab}/3$ gives $\langle\hat{\mathbf q}\cdot A\hat{\mathbf q}\rangle=\mathrm{Tr}A/3$. For the logarithm let $\mathbf x=r\hat{\mathbf q}$ have three independent standard normal components; its direction is uniform, so $\langle\ln\hat{\mathbf q}\cdot M\hat{\mathbf q}\rangle=\mathbb E[\ln(\mathbf x\cdot M\mathbf x)-\ln r^2]$. The Frullani integral $\ln(\alpha/\beta)=\int_0^\infty\frac{ds}{s}(e^{-s\beta}-e^{-s\alpha})$ holds because both sides vanish at $\alpha=\beta$ and have $\alpha$ derivative $1/\alpha$. In the eigenbasis of $M$, with eigenvalues $m_i$, the Gaussian integrals factorize, $\mathbb E\,e^{-sm_ix_i^2}=(1+2sm_i)^{-1/2}$, and
$$\langle\ln\hat{\mathbf q}\cdot M\hat{\mathbf q}\rangle=\int_0^\infty\frac{ds}{s}\Big[(1+2s)^{-3/2}-\prod_i(1+2sm_i)^{-1/2}\Big].$$
Concavity of the logarithm brackets the result. In the eigenbasis $\ln\sum_i\hat q_i^2m_i\ge\sum_i\hat q_i^2\ln m_i$, whose average is $\tfrac13\sum_i\ln m_i$, and the average of a logarithm does not exceed the logarithm of the average, $\ln(\mathrm{Tr}M/3)$.

**High frequency and the $f$-sum rule.** For one full, nondegenerate band, second-order perturbation theory in $H(\mathbf k+\mathbf q)=H(\mathbf k)+\mathbf q\cdot(\mathbf k-i\nabla)+q^2/2$ gives $\epsilon_v(\mathbf k+\mathbf q)=\epsilon_v+\mathbf q\cdot\mathbf p_{vv}+q^2/2-\sum_c|\mathbf q\cdot\mathbf p_{vc}|^2/\Delta$. The quadratic term is $\tfrac12q^2\kappa$ with $\kappa=(\hat{\mathbf q}\cdot\nabla_{\mathbf k})^2\epsilon_v$, so $\sum_c2|\hat{\mathbf q}\cdot\mathbf p_{vc}|^2/\Delta=1-\kappa$. Then
$$\omega^2(\hat{\mathbf q}\cdot A\hat{\mathbf q}-1)\to C\sum\frac{|\hat{\mathbf q}\cdot\mathbf p_{vc}|^2}{\Delta}=\frac{8\pi}{\Omega}(1-\langle\kappa\rangle)=\omega_p^2(1-\langle\kappa\rangle),$$
with $\omega_p^2=4\pi n$ and $n=2/\Omega$. The zone integral of the second derivative of a smooth periodic function is zero, so for a complete basis and exact integration the head approaches the isotropic free-electron form $1+\omega_p^2/\omega^2$. At $\omega=0$ the same weights give $\hat{\mathbf q}\cdot A\hat{\mathbf q}-1=\omega_p^2(1-\langle\kappa\rangle)\,\overline{\Delta^{-2}}$, the bar being the average with weights $|\hat{\mathbf q}\cdot\mathbf p|^2/\Delta$. Anisotropy of the static head is thus anisotropy in where the oscillator strength lies, not in how much there is.

**Nonlocal potentials.** If $H(\mathbf k)$ contains a term $V_{\rm nl}(\mathbf k+\mathbf G,\mathbf k+\mathbf G')$ that is analytic in $\mathbf k$, so that the resolvent argument of Lemma 4 still applies, and respects time reversal, the Taylor terms of even order cancel in the symmetric difference and $H(\mathbf k_+)-H(\mathbf k_-)=\mathbf q\cdot\nabla_{\mathbf k}H+O(q^3)$. The theorem holds with $\mathbf p$ replaced by the velocity $\langle u_v|\nabla_{\mathbf k}H|u_c\rangle$.

**Metals.** Let a band $n$ be partly filled with a smooth occupation $f(\epsilon)$ and separated by a direct gap from all other bands. The interband terms go as before, weighted by the occupation difference. For the intraband term $m=n$ of the first formula of Lemma 2, $\Delta_{nn}=\mathbf q\cdot\mathbf v+O(q^3)$ with $\mathbf v=\nabla_{\mathbf k}\epsilon_n$, $f_{n\mathbf k_-}-f_{n\mathbf k_+}=(-f')\Delta_{nn}+O(q^3)$ and $\rho_{nn}(0)\to1$ in modulus, so at leading order
$$\chi^{\rm intra}_{\mathbf G\mathbf G'}=-\frac{2}{\Omega N}\sum_{\mathbf k}(-f')\frac{(\mathbf q\cdot\mathbf v)^2}{(\mathbf q\cdot\mathbf v)^2+\omega^2}\,\rho_{nn}(\mathbf G)\rho^*_{nn}(\mathbf G').$$
At fixed $\omega\neq0$ this is $O(q^2)$ in every element. The head gains the finite Drude term $\omega_D^2(\hat{\mathbf q})/\omega^2$, with $\omega_D^2=4\pi\,\hat{\mathbf q}\cdot D\hat{\mathbf q}$ and $D_{ab}=\frac{2}{\Omega N}\sum(-f')v_av_b$, while the wings gain only $O(q)$ and the body $O(q^2)$. At $\omega=0$ the fraction equals 1, the response stays finite, and $q^2(\varepsilon_{00}-1)\to k_{TF}^2=4\pi\frac{2}{\Omega N}\sum(-f')$, isotropically; the wings diverge as $1/q$. The cancellation fails, and the two limits cross over at $\omega\sim|\mathbf q\cdot\mathbf v|$. The limit also cannot be taken inside the frequency integral, since $1-\varepsilon_{00}\sim-\omega_D^2/\omega^2$ is not integrable at $\omega=0$. At finite $q$, $\int_0^\infty d\omega\,\Delta^2/(\Delta^2+\omega^2)=\pi|\Delta|/2$ gives a trace contribution $-\frac{2\pi}{q\,\Omega N}\sum(-f')|\hat{\mathbf q}\cdot\mathbf v|$, while the logarithm grows only as $\ln(1/\omega^2)$ and integrates to a finite value. The energy term of a metal therefore diverges as $1/q$, which is integrable over $d^3q$. Where full and empty bands touch, Lemma 4 fails and neither case applies directly.

**Dimension.** The balance depends on the kernel. For a sheet with $v=2\pi/q$ the same counting gives $\varepsilon_{00}-1=O(q)$ and wings of order $q^{1/2}$, so the head tends to 1.

## Worked example

The model potential is $V=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ with $V_{100}=V_{010}=-4$ eV, $V_{001}=-3$ eV, $V_{101}=-0.5000-0.8660i$ eV (modulus 1 eV, phase $\pi/3$ after the minus sign) and $V_{-\mathbf G}=V^*_{\mathbf G}$. The complex component removes inversion, and the mirror $y\to-y$ survives. The cell volume is $42.00$ Å$^3$. $H(\mathbf k)$ is diagonalized in the 87 plane waves with $G^2/2$ below 90 eV on a $6\times4\times4$ mesh shifted by half a step (96 points), and $\varepsilon$ is kept on the 29 vectors below 40 eV. On the mesh the lowest band is 2.104 eV wide, the gap is 4.995 eV and the smallest direct gap is 6.716 eV. Limit values come from the sums defining $A,\mathbf w,B$; finite-$q$ values come from Lemma 1 with separate diagonalizations at $\mathbf k_\pm$. Digits from the second decimal on describe this discretized model only: on an $8\times6\times6$ mesh the diagonal of $A$ moves from $(1.630,1.760,2.159)$ to $(1.633,1.771,2.171)$ and that of $M$ from $(1.494,1.533,1.716)$ to $(1.496,1.543,1.725)$. The largest shift, $0.011$, is about 2% of the anisotropy $A_{zz}-A_{xx}=0.53$. Raising the cutoffs to 140 and 80 eV (157 plane waves, 73 vectors in $\varepsilon$) on the original mesh moves the diagonal of $A$ by up to $0.004$ and that of $M$ by up to $0.003$.

At $\omega=0$, $A_{xx}=1.63042$, $A_{yy}=1.75976$, $A_{zz}=2.15946$, $A_{xz}=-0.06358$, and $M_{xx}=1.49403$, $M_{yy}=1.53337$, $M_{zz}=1.71601$, $M_{xz}=-0.02683$; the mirror removes the $xy$ and $yz$ elements. The diagonal of $A$ reproduces the three heads quoted at the start. For $\hat{\mathbf u}=(1,2,2)/3$, where $2u_xu_z=4/9$,
$$\hat{\mathbf u}\cdot A\hat{\mathbf u}=\tfrac19\,[1.63042+4(1.75976)+4(2.15946)+4(-0.06358)]=\tfrac{17.0530}{9}=1.8948,$$
$$\hat{\mathbf u}\cdot M\hat{\mathbf u}=\tfrac19\,[1.49403+4(1.53337)+4(1.71601)+4(-0.02683)]=\tfrac{14.3842}{9}=1.5982 .$$
With the unrounded limits $1.894774$ and $1.598244$, local fields remove $0.2965$ of the $0.8948$ by which the head exceeds 1, a third of it.

The wing vectors are $\mathbf w_{100}=(0.2261-0.0248i,\,0,\,-0.0297+0.0187i)$, $\mathbf w_{010}=(0,\,0.3325,\,0)$ and $\mathbf w_{001}=(-0.0339+0.0188i,\,0,\,0.5269-0.0675i)$, with diagonal body elements $1.1664$, $1.2577$ and $1.4171$. The mirror maps $\mathbf G_{100}$ and $\mathbf G_{001}$ to themselves and so removes their $y$ components. For $\mathbf G_{010}$ the mirror combined with $\mathbf w_{-\mathbf G}=-\mathbf w^*_{\mathbf G}$ makes $w^y$ real and allows imaginary $w^x,w^z$. These vanish to the four decimals shown because $V=V_1(x,z)+V_2(y)$ separates: $p^x$ and $p^z$ excite the $xz$ factor of the state, while $e^{-iG_yy}$ leaves that factor alone, so its overlap is zero up to the effect of the spherical basis cutoff. Along $\hat{\mathbf u}$ the $(001)$ wing has real part $(-0.0339+2\times0.5269)/3=0.3400$ and imaginary part $(0.0188-2\times0.0675)/3=-0.0387$.

The approach to the limits, head $1.894774$, wing $0.33999-0.03873i$ and macroscopic value $1.598244$, is as follows.

| $q$ (Å$^{-1}$) | $\varepsilon_{00}$ | $\varepsilon_{0,001}$ | $1/[\varepsilon^{-1}]_{00}$ |
|---|---|---|---|
| 0.200 | 1.879779 | $0.33578-0.03848i$ | 1.592456 |
| 0.100 | 1.890997 | $0.34020-0.03886i$ | 1.596807 |
| 0.004 | 1.894768 | $0.34009-0.03875i$ | 1.598242 |
| 0.002 | 1.894773 | $0.34004-0.03874i$ | 1.598244 |

The head lies below its limit by $0.014995$ at $q=0.2$ and by $0.003777$ at $q=0.1$ Å$^{-1}$, a ratio of $3.97$; for the last column the gaps are $0.005788$ and $0.001437$, a ratio of $4.03$. Between $q=0.004$ and $0.002$ Å$^{-1}$ the deviations from the limit shrink by $4.000$ for head and macroscopic value and by $2.000$ for the norm of the whole wing row, both at $\omega=0$ and at $\omega=10$ eV, where the limits have fallen to $1.35773$ and $1.28841$. The real part of the wing is not monotonic. It exceeds its limit by $0.00005$, $0.00010$ and $0.00021$ at $q=0.002$, $0.004$ and $0.1$ and falls short by $0.0042$ at $0.2$ Å$^{-1}$. Comparing $\mathbf q$ with $-\mathbf q$ separates the orders and gives, with $q$ in Å$^{-1}$, a linear term of about $0.027\,q$ and a quadratic term of about $-0.26\,q^2$. The two nearly cancel at $q=0.1$ Å$^{-1}$, which explains the nearness to the limit there, and the quadratic term dominates at $0.2$ Å$^{-1}$.

The static column can also be obtained without perturbation theory. Couple the blocks $H(\mathbf k_-)$ and $H(\mathbf k_+)$ by $\eta\,e^{i\mathbf q\cdot\mathbf r}$ and its conjugate with $\eta=0.00544$ eV, diagonalize the doubled matrix, fill the two lowest states, and divide the induced density by $\eta$. At $q=0.004$ Å$^{-1}$ this gives a head of $1.89477$ and $\varepsilon_{001,0}=0.34010+0.03875i$, the conjugate of the tabulated wing up to one unit in the fifth decimal.

For the unsymmetrized wing the leading term is $|\mathbf G||\hat{\mathbf u}\cdot\mathbf w|/q=1.5708\times0.34219/q$, which is $134.38$ and $268.76$ at $q=0.004$ and $0.002$ Å$^{-1}$. The finite-$q$ values are $134.65$ and $269.03$. The excess is $0.27$ in both cases, as an $O(q)$ correction divided by $q$ requires.

The plasma energy for two electrons in this cell is $8.1030$ eV. The mean curvature along $\hat{\mathbf u}$, from central differences of the band energy, is $0.00500$ in units of the inverse electron mass, and $8.1030\sqrt{1-0.00500}=8.083$ eV, equal to the value $8.083$ eV of $[\omega^2(\hat{\mathbf u}\cdot A\hat{\mathbf u}-1)]^{1/2}$ at very large $\omega$. The curvature is nonzero because the mesh is finite and a fixed plane-wave set makes the band not exactly periodic; the two parts have not been separated. Neglecting it, the effective transition energies $\omega_p/\sqrt{A_{aa}-1}$ are $10.2$, $9.3$ and $7.5$ eV for $x,y,z$, all above the smallest direct gap, as an average over transitions must be. The softest axis, $z$, has both the weakest axial potential component and the longest period, and $V_{101}$ acts on $x$ and $z$ but not on $y$; these influences are not separated here.

The eigenvalues of the static $M$ are $1.49084$, $1.53337$ and $1.71920$. The one-dimensional integral, by adaptive quadrature, and a product grid on the sphere (Gauss–Legendre in $\cos\theta$, uniform in $\phi$) both give $\langle\ln\hat{\mathbf q}\cdot M\hat{\mathbf q}\rangle=0.45737$, between the lower bound $\tfrac13(0.39934+0.42747+0.54186)=0.45622$ and the upper bound $\ln(\mathrm{Tr}M/3)=0.45814$, where $\mathrm{Tr}M/3=1.58114$. Also $\mathrm{Tr}A/3=1.84988$.

The frequency integral $\int_0^\infty\frac{d\omega}{2\pi}F$, by Gauss–Legendre quadrature after a rational map of the half line to a finite interval, is $-1.48147$, $-1.60229$ and $-1.85948$ eV for $\hat{\mathbf q}$ along $x,y,z$, from (iv) and equally, to these digits, from the eigenvalues of $\varepsilon$ at $q=0.002$ Å$^{-1}$. The spread over the axes is $0.378$ eV. The sphere average is $-1.64688$ eV, or $-0.060522$ hartree, and the body alone gives $-1.15209$ eV; all of these belong to the 29-vector truncation. Head and wings contribute $-1.64688+1.15209=-0.49479$ eV, 30% of the averaged term in this truncation. With 157 plane waves and 73 vectors in $\varepsilon$ the body grows to $-1.50$ eV while head and wings move only to $-0.500$ eV, so the share falls to 25%. With weight $1/96$ this is $-5.154$ meV per cell, about $-5$ meV given that the actual mesh cell is a box and not a sphere. Omitting head and wings at the origin therefore raises $E_c$ by about $5$ meV per cell, an error that falls only as $1/N_q$.

Three variants illustrate the remarks. A cubic cell of 3.5 Å with three components of $-4$ eV on a $4\times4\times4$ mesh has scalar tensors $A=1.74352$ and $M=1.52083$, while $\mathbf w_{001}$ points along $z$ with modulus $0.3255$. Adding to the orthorhombic model a nonlocal term $D_{\rm nl}\,\beta(\mathbf K)\beta(\mathbf K')$, with $\mathbf K=\mathbf k+\mathbf G$, $\beta=e^{-s^2K^2/2}$, $D_{\rm nl}=-0.5$ eV and $s=0.5$ Å, adds $-D_{\rm nl}s^2(\mathbf K+\mathbf K')\beta\beta'$ to the velocity. On a $4\times4\times4$ mesh the head along $\hat{\mathbf u}$ is $1.53732$ at $q=0.004$ Å$^{-1}$ and $1.53733$ from the velocity formula, while $\mathbf p$ alone gives $1.43522$, short by $0.102$, or 19% of $\varepsilon_{00}-1$.

Finally, place one electron per cell in the lowest band with a Fermi function of width $0.2$ eV on the 96-point mesh, which is too coarse for a converged Fermi surface and serves only as a definite model. The Drude energies are $3.4860$, $2.1042$ and $1.6618$ eV along the axes and $2.1334$ eV along $\hat{\mathbf u}$. At $\omega=2$ eV the interband head is $1.34715$, and adding $(2.1334/2)^2=1.1378$ gives $2.4850$, the value found at $q=0.002$ Å$^{-1}$. At $\omega=0$, $k_{TF}^2=4.6552$ Å$^{-2}$, and $4.6552/0.004^2=2.9095\times10^5$ and $4.6552/0.002^2=1.1638\times10^6$ are the static heads at these two wave vectors, growing fourfold where the head of the insulator stayed at $1.8948$.

Numbers in the example were calculated in double precision.
